# Leakage feedback and the steady temperature of a chip

## The question

A chip dissipates power through transistor leakage alone, at fixed supply voltage. Its temperature $T$ is uniform and the ambient temperature is $T_a$. With the temperature rise $\theta=T-T_a$, the leakage power is

$$P(\theta)=P_0\,e^{\theta/T_1},\qquad P_0>0,\; T_1>0 ,$$

so $P_0$ is the leakage power of the chip when it is at ambient temperature. Heat flows to the ambient at the rate $\theta/R$, where the thermal resistance $R$ is constant. The heat capacity of chip and heat sink together is $C$.

**(a)** Show that a steady temperature exists if and only if $RP_0\le T_1/e$.

**(b)** How many steady states are there, and which are stable? Describe the cases of weak feedback and of a chip close to the limit.

**(c)** How does the condition change if the chip also dissipates a temperature-independent power $P_c$, or if the ambient warms by $d$?

**(d)** A silicon processor undergoes static burn-in at $T_a=360$ K with $P_0=40$ W and $R=0.20$ K/W. Its off current varies as $T^{1/2}\exp[-qV_{th}(T)/(nkT)]$, with $n=1.4$. The threshold voltage $V_{th}$ is 0.25 V at ambient and falls by $\kappa=0.7$ mV/K. Find $T_1$, the steady states and the margin.

**(e)** A poor thermal contact raises $R$ to 0.30 K/W, with $C=100$ J/K. What happens, and how quickly, if chip and heat sink are still taken to share one temperature?

**(f)** How far can the limit be trusted for a real processor?

## Model answers

### (a) Existence

In a steady state the heat produced equals the heat removed:

$$P_0e^{\theta/T_1}=\frac{\theta}{R}.$$

Multiply by $R/T_1$ and define $x=\theta/T_1$ and $a=RP_0/T_1$. Then $a\,e^{x}=x$, or

$$a=x\,e^{-x}.$$

Since $a>0$, any solution has $x>0$. The right-hand side has the derivative $(1-x)e^{-x}$, which is positive for $x<1$ and negative for $x>1$. Its largest value is therefore $1/e$, reached at $x=1$. If $a>1/e$ there is no solution. If $0<a\le1/e$ there is one, because $xe^{-x}$ is continuous and takes every value from 0 to $1/e$ as $x$ goes from 0 to 1. A steady state thus exists if and only if

$$a\le\frac1e\quad\Longleftrightarrow\quad RP_0\le\frac{T_1}{e}.$$

The product $RP_0$ is the rise that the chip would have if its leakage stayed at the ambient value. The actual rise is larger, because warming increases the leakage.

The net heating $F(\theta)=P(\theta)-\theta/R$ gives the same result in watts. In the scaled variables,

$$F=\frac{T_1}{R}\left(a\,e^x-x\right).$$

The bracket has the derivative $ae^x-1$, which vanishes at $x=-\ln a$, and its second derivative $ae^x$ is positive. At this minimum $ae^x=1$, so

$$F_{\min}=\frac{T_1}{R}\,(1+\ln a).$$

This is positive when $a>1/e$: heating then exceeds cooling at every temperature.

### (b) Number and stability of the steady states

The function $xe^{-x}$ rises from 0 to $1/e$ and then falls towards 0. For $a<1/e$ there are therefore two steady states, one with $\theta<T_1$ and one with $\theta>T_1$. For $a=1/e$ there is one, at $\theta=T_1$.

The temperature obeys $C\,d\theta/dt=F(\theta)$. Let $\theta=\theta_s+\delta$, with $\theta_s$ a steady state and $\delta$ small. To first order,

$$C\frac{d\delta}{dt}=\left[P'(\theta_s)-\frac1R\right]\delta .$$

Here $P'(\theta_s)=P(\theta_s)/T_1=\theta_s/(RT_1)$, where the second equality uses the steady balance. Hence

$$\frac{d\delta}{dt}=\frac{1}{RC}\left(\frac{\theta_s}{T_1}-1\right)\delta .$$

The ratio $\theta_s/T_1=RP'(\theta_s)$ is the loop gain: the further warming produced, through leakage, by one kelvin of warming. The cool state has a gain below 1 and is stable. The hot state has a gain above 1 and is unstable. It separates starting temperatures that return to the cool state from those that run away.

At $a=1/e$ the first-order term vanishes, but $F\ge0$ everywhere, with its zero at $\theta=T_1$. A chip starting below $T_1$ warms towards it, and one pushed above it runs away. Such a state is not usable.

*Weak feedback.* For $a\ll1$ the cool state has small $x$, and $x=ae^x\approx a(1+x)\approx a+a^2$. Thus $\theta\approx RP_0(1+RP_0/T_1)$, a small correction to the rise without feedback.

*Close to the limit.* The second derivative of $xe^{-x}$ is $(x-2)e^{-x}$, which equals $-1/e$ at $x=1$. Therefore $a\approx(1/e)[1-(x-1)^2/2]$, and

$$x\approx1\pm\sqrt{2(1-ea)} .$$

The two states merge as a square root, so the cool temperature becomes very sensitive to $R$ and $P_0$ just before it ceases to exist. At the merger the rise is $T_1$ and the leakage power is $eP_0$.

### (c) Constant power and a warmer ambient

A constant power $P_c\ge0$ adds $P_c$ to $F$ at every temperature and leaves the position of the minimum unchanged. A steady state requires the new minimum not to be positive:

$$\frac{T_1}{R}(1+\ln a)+P_c\le0 .$$

This is also sufficient, since $F$ is continuous and becomes positive at both large negative and large positive $\theta$. Multiplying by $R/T_1$ and taking the exponential gives $a\,e^{RP_c/T_1}\le1/e$, or

$$RP_0\,e^{RP_c/T_1}\le\frac{T_1}{e}.$$

The condition of part (a) remains necessary, but it is no longer sufficient when $P_c>0$.

If the ambient warms by $d$, keep $\theta$ and $P_0$ referred to the original ambient. The heat removed is then $(\theta-d)/R$, so $F$ gains $d/R$. The warming acts as a constant power $P_c=d/R$. Setting $RP_c=d$ at equality gives the headroom

$$d_{\max}=T_1\ln\frac{T_1}{eRP_0}.$$

### (d) The processor in burn-in

Write $V_{th}=V_{00}-\kappa T$, where $V_{00}=0.25+0.0007\times360=0.502$ V is the straight line extrapolated to 0 K. At fixed supply voltage the power is proportional to the current $I$, and

$$\ln I=\tfrac12\ln T-\frac{qV_{00}}{nkT}+\frac{q\kappa}{nk}+\text{const}.$$

The exponential model is the tangent to this curve at ambient, so

$$\frac1{T_1}=\frac{d\ln I}{dT}\bigg|_{T_a}=\frac1{2T_a}+\frac{qV_{00}}{nkT_a^2}.$$

With $kT_a/q=31.02$ mV,

$$\frac1{T_1}=\frac1{720}+\frac{0.502}{1.4\times0.03102\times360}=0.00139+0.03211=0.0335\ \text{K}^{-1},$$

which gives $T_1=29.85$ K. The limit is $T_1/e=10.98$ K. Here $RP_0=0.20\times40=8.00$ K, so a steady state exists.

The cool state follows by iterating $\theta\to RP_0e^{\theta/T_1}$ from zero. This map is increasing, so an iterate below the cool root is followed by another below it. Below that root the map also exceeds $\theta$, so the iterates rise. They converge to the cool root, the lowest fixed point. The sequence is 8.00, 10.46, 11.36, 11.70, 11.84 K, with the limit 11.93 K. The hot root satisfies the same balance solved for the exponent, $\theta=T_1\ln(\theta/RP_0)$; indeed $29.85\ln(60.31/8.00)\approx60.3$ K.

- Cool state: $T=371.9$ K (about 99 °C), leakage 59.7 W, loop gain 0.40.
- Hot state: $T=420.3$ K (about 147 °C), leakage 301.5 W, loop gain 2.02.

These are the states of the exponential model. The off-current law itself gives nearly the same cool state, but it puts the hot state near 450 K, because the tangent at ambient overestimates leakage so far above it.

Feedback raises the leakage by about half, from 40 W to 59.7 W. The balance can be verified directly: $11.93/0.20=59.65$ W.

The margin can be stated in several ways, each with the other quantities held fixed. The resistance may rise to $10.98/40=0.275$ K/W, or $P_0$ to $10.98/0.20=54.9$ W. The ambient may warm by $29.85\ln(10.98/8.00)\approx9.5$ K. Equivalently, the chip could carry a constant power of $9.46/0.20=47.3$ W. All these values lie at the limit of the exponential model, with no safety allowance added. They are sensitive to the form of the leakage law: the curved law of part (f) alone would let the ambient warm by about 15 K.

### (e) Poor thermal contact

Now $RP_0=12.00$ K exceeds 10.98 K, and $a=0.4019$ exceeds $1/e=0.3679$. The exponential model has no steady state, and the chip runs away; part (f) examines how far this holds for the processor itself. In the model, the time to run away from ambient temperature is

$$t=\int_0^\infty\frac{C\,d\theta}{F(\theta)}=RC\int_0^\infty\frac{dx}{ae^x-x}.$$

Substitute $u=e^{-x}$, so that $dx=-du/u$, $e^x=1/u$ and $x=-\ln u$. The limits become 1 and 0, and the minus sign reverses them:

$$t=RC\int_0^1\frac{du}{u\,(a/u+\ln u)}=RC\int_0^1\frac{du}{a+u\ln u}.$$

Since $u\ln u=-xe^{-x}\ge-1/e$, the denominator is at least $a-1/e>0$ and the time is finite. With $RC=30$ s, numerical integration gives 350 s. A rise of 90 K is reached after 345 s, so the remaining climb takes about 5 s in the model. A real chip that ran away would fail or be switched off before the divergence.

The long time comes from the small minimum of $F$. It is 8.8 W, compared with 40 W at the beginning, and lies at $\theta=-T_1\ln a\approx27$ K. There the chip warms at only $8.8/100\approx0.09$ K/s. A slow drift is therefore not evidence that a steady state is near.

### (f) The limit and a real processor

The parameters are rough values for a high-performance bulk-silicon processor with an effective heat sink. Burn-in suits the model because the chip is kept hot and, in the static case, does not switch. Leakage differs widely between chips, since it depends exponentially on threshold voltage, so 40 W should not be read as a standard value.

The first approximation is the exponential itself. The second derivative of $\ln I$ is $-1/(2T^2)-2qV_{00}/(nkT^3)<0$, so the tangent at ambient lies above the curve and overestimates leakage. For this effect the limit errs on the safe side, provided $T_1$ is the slope at ambient and not a fit over a wider range. The table gives the largest permitted $P_0$ at $R=0.20$ K/W, with changes relative to the simple limit of 54.9 W.

| Effect restored | Largest $P_0$ | Change |
|---|---|---|
| Curved subthreshold law | 60.0 W | +9.3 % |
| Curved law and moderate inversion | 62.3 W | +13.5 % |
| 4 W of constant tunnelling power | 53.5 W | −2.6 % |
| Silicon conductivity as $T^{-1.3}$ | 54.0 W | −1.6 % |
| Lateral spread of ±5 K | 54.7 W | −0.5 % |
| All of these | 59.4 W | +8.3 % |

Moderate inversion replaces the exponential factor by $\ln^2[1+\exp(-qV_{th}/2nkT)]$, normalised at ambient. The conductivity row assumes that silicon contributes 0.03 K/W of $R$ at ambient. The tunnelling power and the lateral spread are likewise assumed magnitudes, and the 4 W is added on top of $P_0$. The last row uses the spread factor of the exponential; averaging the moderate-inversion law itself over the spread gives 59.6 W instead. For these numbers the simple limit is about 8 % lower than the corrected one.

Local hot spots with their own feedback, supply-voltage droop and thermally generated junction leakage are left out. The first and last can make matters worse, so the 8 % is not a guaranteed reserve. 
The poor contact of part (e) lies within these corrections. For the first two rows of the table only the product $RP_0$ matters, so their limits are $0.20\times60.0=12.0$ K and $0.20\times62.3\approx12.5$ K, against $RP_0=12.00$ K. The curved law thus puts the chip almost exactly at the limit, and with moderate inversion alone added a steady state exists. With all the effects in the table, and the extra 0.10 K/W of the poor contact taken as constant, the largest permitted $P_0$ falls to about 39.5 W and the steady state is lost again. If the 4 W of tunnelling is instead counted as part of the 40 W, only 36 W depends on temperature and the steady state survives. The case is too close to call. The runaway and its time of 350 s are therefore results of the exponential model, not a firm prediction for this processor. The time also depends on treating chip and sink as a single heat capacity. If the poor contact lies between them, the chip heats ahead of the sink and runs away sooner. With only the 0.10 K/W contact between them and a chip heat capacity of 1 to 20 J/K out of the 100 J/K, the exponential model gives about 140 to 185 s instead of 350 s. The time is shorter still if more of $R$ lies between chip and sink.

The curved law also restricts what "no steady state" means. At very high temperature it grows as $T^{1/2}$, more slowly than the cooling, and so formally allows a very hot balance. At $V_{00}/\kappa\approx717$ K, where the threshold voltage reaches zero, the law gives about 18 kW of heating against $357/0.20\approx1.8$ kW of cooling. The formal balance lies far above that, at temperatures where neither the chip nor the subthreshold law survives. For a real chip, the limit marks the loss of the ordinary operating state.

The main computed values are collected in the numerical output below.

## Calculated quantities

```
ambient temperature: 360 K
leakage power at ambient P0: 40 W
thermal resistance R: 0.20 K/W
heat capacity C: 100 J/K
threshold voltage at ambient: 0.25 V
fall of threshold with temperature: 0.7 mV/K
slope factor n: 1.4
thermal voltage at ambient: 31.02 mV
threshold extrapolated to 0 K, V00: 0.502 V
leakage e-folding temperature T1: 29.85 K
limit T1/e: 10.98 K
product R*P0: 8.00 K
a = R*P0/T1: 0.2680
1/e: 0.3679
largest R, from T1/(e*P0): 0.2746 K/W
largest R, numerical search: 0.2746 K/W
largest P0 at the given R: 54.91 W
minimum net heating at the given R: -47.30 W
iterate 1 of the rise: 8.00 K
iterate 2 of the rise: 10.46 K
iterate 3 of the rise: 11.36 K
iterate 4 of the rise: 11.70 K
iterate 5 of the rise: 11.84 K
cool steady rise: 11.93 K
cool steady temperature: 371.93 K
leakage power in cool state: 59.65 W
loop gain in cool state: 0.400
hot steady rise: 60.31 K
hot steady temperature: 420.31 K
leakage power in hot state: 301.53 W
loop gain in hot state: 2.020
threshold voltage in hot state: 0.208 V
headroom in ambient temperature: 9.46 K
constant power that uses up the headroom: 47.3 W
poor contact: R: 0.30 K/W
poor contact: R*P0: 12.00 K
poor contact: a: 0.4019
poor contact: minimum net heating: 8.81 W
poor contact: time constant R*C: 30 s
poor contact: time to a rise of 90 K: 345.4 s
poor contact: time to divergence in the model: 350.1 s
assumed constant tunnelling power: 4 W
assumed silicon part of R at ambient: 0.03 K/W
assumed silicon conductivity exponent: -1.3
assumed lateral spread, plus or minus: 5 K
critical P0, curved subthreshold law: 60.01 W (+9.3 %)
rise at the limit, curved law: 36.0 K
critical P0, curved law and moderate inversion: 62.32 W (+13.5 %)
critical P0, constant tunnelling power: 53.46 W (-2.6 %)
critical P0, silicon conductivity: 54.04 W (-1.6 %)
critical P0, lateral spread: 54.66 W (-0.5 %)
critical P0, all these effects: 59.45 W (+8.3 %)
```
